# Adjoint gradient for one-dimensional Kohn–Sham density inversion, part 2

The inversion seeks the potential $v$ whose Kohn–Sham density $n$ equals a target $n_0>0$. Hartree atomic units are used, in one dimension, between hard walls, with real orbitals. $H[v]=-\tfrac12\,d^2/dx^2+v(x)$ has $N_o$ occupied orbitals $\phi_i$, the lowest, with energies $\varepsilon_i$ and fixed occupations $f_i>0$. Here $n=\sum_i f_i\phi_i^2$, $N=\sum_if_i$, $N_0=\int n_0\,dx$ and $\Delta=\varepsilon_{N_o+1}-\varepsilon_{N_o}$. With a weight $w>0$ (default $1/n_0$),

$$J[v]=\tfrac12\int w\,(n-n_0)^2\,dx,\qquad u\equiv\frac{\delta J}{\delta n}=w\,(n-n_0),\qquad g\equiv\frac{\delta J}{\delta v}.$$

The grid has $M$ interior points of spacing $h$; integrals mean $h\sum_k$. The kinetic matrix $T$ has $1/h^2$ on the diagonal and $-1/(2h^2)$ next to it. L-BFGS receives $J$ and $hg$.

Form A gives $g=\sum_ip_i\phi_i$ from

$$\begin{pmatrix}H-\varepsilon_i&-2\phi_i\\ h\phi_i^{T}&0\end{pmatrix}\begin{pmatrix}p_i\\ \mu_i\end{pmatrix}=\begin{pmatrix}-2f_iu\phi_i\\0\end{pmatrix},$$

with $\mu_i=f_i\,u_{ii}$ and $u_{ij}=\langle\phi_i|u|\phi_j\rangle$. Without $\mu_i$ the least-squares residual has norm $2|\mu_i|$. Equivalently,

$$p_i=2f_i\sum_{j\ne i}\frac{u_{ji}}{\varepsilon_i-\varepsilon_j}\,\phi_j,\qquad g(x)=\int\chi_s(x,x')\,u(x')\,dx'.$$

On the grid $X_{kl}\equiv\partial n_k/\partial v_l=h\,\chi_s(x_k,x_l)$ and $g=Xu$.

Form B uses $P=\sum_j^{\rm occ}|\phi_j\rangle\langle\phi_j|$, $Q=1-P$, $q_i=Qp_i$ and a shift $\alpha>\varepsilon_{N_o}-\varepsilon_1$; its last sum is the pair term:

$$(H-\varepsilon_i+\alpha P)\,q_i=-2f_i\,Q\,u\phi_i,\qquad g=\sum_iq_i\phi_i+\sum_{i<j}^{\rm occ}\frac{2(f_i-f_j)\,u_{ij}}{\varepsilon_i-\varepsilon_j}\,\phi_i\phi_j .$$

With two occupied orbitals $\|p_1-q_1\|=2f_1|u_{12}|/(\varepsilon_2-\varepsilon_1)$.

If $n_0+c/w$, with constant $c=(N-N_0)/\int w^{-1}dx$, is the density of some potential, $J$ is stationary there at

$$J_{\rm stat}=\frac{(N-N_0)^2}{2\int w^{-1}dx}\;\longrightarrow\;\frac{(N-N_0)^2}{2N_0}\quad\text{for }w=1/n_0 .$$

Near the solution $J\approx\tfrac12h\,\delta v^TXWX\,\delta v$, where $\delta v$ is the potential error and $W={\rm diag}(w)$; the Hessian is $hXWX$, or $hX^2$ for $w=1$. When the density is smallest (value $n_{\min}$) next to a wall, the smallest non-zero eigenvalue of $-X$ is estimated between $n_{\min}h^2$ and $4n_{\min}h^2$.

The finishing (Gauss–Newton) step $d$ solves

$$\begin{pmatrix}X&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}\begin{pmatrix}d\\ \lambda\end{pmatrix}=\begin{pmatrix}n_0-n\\0\end{pmatrix}.$$

For a normalized target $\lambda=0$ and the slope of $J$ along $d$ is $-2J$.

## Worked example: gradient in an empty box

The model has round parameters. The box has length $8$ bohr, $M=79$, $h=0.1$ bohr, and

$$v^*(x)=-\frac{2}{\sqrt{(x+1.5)^2+1}}-\frac{1}{\sqrt{(x-1.5)^2+1}} .$$

Four non-interacting electrons, $f=(2,2)$, define $n_0=n[v^*]$, with levels $-1.83328$, $-1.31576$, $-0.82397$ Ha and a gap of $0.49178$ Ha ($13.382$ eV). The weight is $1/n_0$. The program and its output follow this text. Deviations called relative are the largest pointwise difference divided by the largest magnitude of the reference vector.

The gradient is examined at $v=0$. There $\phi\propto\sin(m\pi k/80)$, and $\sin(a+b)+\sin(a-b)=2\sin a\cos b$ with $b=m\pi/80$ gives $\varepsilon_m=(1-\cos(m\pi/80))/h^2$, which the program asserts for the two occupied levels. The three lowest levels are $0.07710$, $0.30827$, $0.69315$ Ha, the top level is $199.92$ Ha, and $J=0.680149$.

| $x$ (bohr) | $u$ | $g$ adjoint | $g$ differences |
|---|---|---|---|
| $-1.5$ | $-0.31917$ | $0.63471078$ | $0.63471077$ |
| $0$ | $-0.20220$ | $0.70095888$ | $0.70095888$ |
| $1.5$ | $0.07557$ | $0.62831691$ | $0.62831691$ |

The gradients are in $1/(\text{Ha}\cdot\text{bohr})$. At $x=-1.5$ and $0$ the box density is below the target, and $g>0$ says that lowering $v$ there lowers $J$. At $x=1.5$ the density is slightly too high and $g$ is still positive, so the sign of $g$ is not simply opposite to the local sign of $u$; $\chi_s$ is non-local, and only $\int ug\,dx\le0$ is guaranteed. Over all 79 points the relative deviation from central differences with $\eta=10^{-4}$ Ha is $9.4\times10^{-10}$, against an asserted limit of $10^{-5}$. The adjoint value took one eigensolve and 2 linear solves, the differences $2\times79=158$ eigensolves. The integral of $g$ is $1.7\times10^{-13}$ Ha$^{-1}$.

The multipliers from the bordered solve, $0.153241$ and $1.207056$, equal the quadratures $f_iu_{ii}$, and the residual without multiplier is $2\times0.153241=0.30648$, as printed; both are tested. Their sum can be checked by hand. For $w=1/n_0$, $\sum_i\mu_i=\int nu\,dx=\int(n-n_0)u\,dx+\int n_0u\,dx=2J+(N-N_0)$. Here $0.153241+1.207056=1.360297$, and the printed $2J$ is $1.360297$. The tested Gauss–Newton slope is the same number with a minus sign.

Along $d=\cos(0.7x)+0.3x$, with $x$ in bohr, the adjoint slope is $0.1423216$ Ha$^{-1}$. Taylor expansion of $J(\pm\eta)$ cancels the even orders:

$$\frac{J(\eta)-J(-\eta)}{2\eta}-J'=\frac{\eta^2}{6}J'''+O(\eta^4).$$

The errors are $1.1744\times10^{-3}$ at $\eta=0.01$ Ha and $2.9367\times10^{-4}$ at $0.005$ Ha, with ratio $3.999$ (asserted between $3.8$ and $4.2$). A fixed error in the slope would add the same constant to both and move the ratio away from 4, toward 1 once the constant dominates. The first error is $1.1744\times10^{-3}/0.1423216=0.83\%$ of the slope, and it implies $J'''\approx6\times1.1744\times10^{-3}/10^{-4}\approx70$ Ha$^{-3}$.

The sum over empty states, taken from a full diagonalization used only as reference, has relative errors $0.40$, $0.16$, $1.2\times10^{-2}$ and $1.8\times10^{-4}$ with 1, 2, 5 and 10 states, and $9\times10^{-14}$ with all 77. The program asserts agreement for the full sum and disagreement above $10^{-3}$ for two states. The fast decrease belongs to this smooth model, and no rate is claimed.

In form B, $\alpha=0.30827-0.07710+1=1.23117$ Ha. The lowest eigenvalue of $H-\varepsilon_2$ is $\varepsilon_1-\varepsilon_2=-0.23117$ Ha, while the shifted operator has $\min(\Delta,1\ \text{Ha})=0.38489$ Ha, the gap $0.69315-0.30827$ up to rounding. The two forms agree to $7\times10^{-14}$ in $g$, although $\|p_1-q_1\|=2\times2\times0.350034/0.23117=6.0567$ Ha$^{-1}$. With $f=(2,1)$, form B without the pair term misses the finite-difference gradient by $33\%$, while form A and the completed form B agree with it to $1.0\times10^{-9}$. The program asserts one negative eigenvalue of $H-\varepsilon_2$, the lowest eigenvalue of the shifted operator, the formula for $\|p_1-q_1\|$, agreement of the two forms below $10^{-8}$, agreement with differences below $10^{-5}$, and a miss above $10^{-4}$ without the pair term.

At $v^*$, the matrix $X$ from adjoint solves matches finite differences of the density to $8\times10^{-10}$, and the finite-difference matrix is symmetric to $9\times10^{-10}$. The eigenvalues of $-X$ are one zero at rounding level, with a constant eigenvector, then $9.738\times10^{-6}$, up to $1.2537$ in $1/(\text{Ha}\cdot\text{bohr})$. The estimate with $n_{\min}=5.230\times10^{-4}$ bohr$^{-1}$ gives the range $5.2\times10^{-6}$ to $2.1\times10^{-5}$, which contains the computed value. The Hessian formula $hXWX$ matches differences of the gradient along $d$ to $8\times10^{-8}$. With the target scaled by $1.05$, $N_0=4.2$, and the gradient at $v^*$ vanishes to rounding while $J=0.2^2/(2\times4.2)=0.004762$.

## Worked example: two inversions

Started from $v=0$, L-BFGS stopped at its cap of 400 iterations with $J=2.5\times10^{-8}$ and a largest density error of $4.0\times10^{-5}$ bohr$^{-1}$. After removal of the constant by matching the density-weighted means of $v$ and $v^*$, the potential is wrong by $1.1\times10^{-4}$ Ha at $x=0$ and by $0.57$ Ha at $x=3.9$ bohr, the point next to the right wall. The size is compatible with the quadratic form: an error of $0.57$ Ha in a mode with eigenvalue $10^{-5}$ changes the density by about $6\times10^{-6}$ bohr$^{-1}$ and adds roughly $\tfrac12\times0.1\times(6\times10^{-6})^2/(5\times10^{-4})\approx4\times10^{-9}$ to $J$, below the value reached. The estimate treats the error next to the wall as a single soft mode; the error over the whole box is shared among several soft modes. Three Gauss–Newton steps then give $J\approx10^{-29}$ and a largest error of $5\times10^{-12}$ Ha (asserted below $10^{-5}$ Ha).

The second target does not come from the Kohn–Sham solver. Two electrons in $v^*$ repel through $1/\sqrt{(x-x')^2+1}$, and the two-particle grid Hamiltonian is diagonalized. The lowest state is asserted to be symmetric and nodeless in space, hence a singlet, with $E=-2.981236$ Ha ($-81.124$ eV) and $1.556$ electrons at $x<0$. One orbital with $f=2$ must equal $\phi=\sqrt{n/2}$, and row $k$ of $(T+v)\phi=\varepsilon\phi$ gives

$$v_k-\varepsilon=-\frac{(T\phi)_k}{\phi_k},$$

the grid form of $(\sqrt n)''/(2\sqrt n)$. This $\phi$ is the ground state of that potential. The off-diagonal elements of $H$ are negative, so taking absolute values of the components does not raise the energy and the ground state is non-negative; it cannot be orthogonal to a positive vector, so the two eigenvectors coincide. The formula is an independent answer for the inversion.

Started from $v^*$, where $J=0.103513$ and the gradient matches differences to $1.1\times10^{-9}$, 400 L-BFGS iterations reach $J=7.5\times10^{-9}$ with a largest potential error of $0.26$ Ha. Three Gauss–Newton steps bring the deviation from the formula to $3\times10^{-12}$ Ha. For $v_{\rm Hxc}=v-v^*$ the gauge-independent differences are $v_{\rm Hxc}(0)-v_{\rm Hxc}(-1.5)=-0.1118$ Ha ($-3.04$ eV) and $v_{\rm Hxc}(1.5)-v_{\rm Hxc}(-1.5)=-0.3952$ Ha ($-10.75$ eV). Of the three points, the repulsive potential is highest at the left well, which holds most of the charge. The Kohn–Sham gap of the inverted potential is $0.2877$ Ha ($7.83$ eV); it is a difference of Kohn–Sham levels and not an excitation energy of the interacting model. These values belong to this grid and box. Halving $h$ shifts $E$, the two differences and the gap by $1$ to $2\times10^{-4}$ Ha. Widening the box to $12$ bohr at the same $h$ gives $E=-2.9989$ Ha, $1.568$ electrons at $x<0$, differences of $-0.1239$ and $-0.3993$ Ha, and a gap of $0.2691$ Ha, so the walls affect the gap by about $0.5$ eV.

## Guidance on settings

### Form of the adjoint solve

Form A suits grids small enough for direct factorization, and it needs no case distinction for the occupations. Form B suits problems where $H$ is available only as a product, and its pair term must be kept whenever two occupations differ. When two equally occupied levels approach each other, form A computes two terms of size $1/(\varepsilon_j-\varepsilon_i)$ that cancel in $g$ and lose digits, while form B never forms them, since its denominators are bounded below by $\Delta$.

### Shift and tolerance in form B

The source lies in the range of $Q$ and the operator commutes with $Q$, so in exact arithmetic every iterate stays in the empty space and $\alpha$ has no effect. It acts only on rounding errors that leak into the occupied space. The margin $\alpha-(\varepsilon_{N_o}-\varepsilon_1)$ should be at least $\Delta$ and far below the top level, so that the occupied eigenvalues fall inside the range of the empty ones; the default margin is 1 Ha, which meets this rule only for $\Delta\le1$ Ha. The condition number for the highest orbital is then $\kappa=(\varepsilon_{\max}-\varepsilon_{N_o})/\Delta\approx2/(h^2\Delta)$, in the example $(199.92-0.31)/0.38489\approx519$. A residual $\rho$ with $\|\rho\|\le\tau\|b\|$, for source $b$, gives $\|\delta q\|\le\tau\|b\|/\lambda_{\min}$, and $\|b\|\le\lambda_{\max}\|q\|$, so the relative error of $q$ in the 2-norm is at most $\kappa\tau$. The tolerance should be the wanted accuracy divided by $\kappa$. With the program's $\tau=10^{-12}$ the bound is $5\times10^{-10}$, far above the deviation found in $g$. The counts of 75 and 76 iterations are close to 77, the dimension of the empty space, at which conjugate gradients end in exact arithmetic. At this tolerance the iteration therefore shows no early convergence, and for finer grids $\kappa\propto h^{-2}$ calls for a kinetic-energy preconditioner.

### Weight

For $w=1$ the Hessian condition number in the example would be $(1.2537/9.738\times10^{-6})^2=(1.29\times10^5)^2\approx1.7\times10^{10}$. With $w=1/n_0$ it is $2.27\times10^7$, about 700 times smaller and still some 180 times that of $X$; the program asserts only that it exceeds that of $X$. The estimate above suggests the cause, since a soft mode with $\lambda\sim n_{\min}h^2$ gains the factor $1/n_{\min}$. The same factor amplifies errors of the target where it is small, so $w=1/n_0$ is appropriate when $n_0$ has good relative accuracy everywhere. The solution does not depend on $w$ for a normalized, representable target.

### Normalization of the target

$N_0$ must equal $\sum_if_i$ under the grid quadrature. Otherwise $J$ cannot reach zero, and $\lambda\neq0$ in the finishing step spoils the slope $-2J$. For $w=1/n_0$ and a target that is representable after rescaling, $J$ stalls at $(N-N_0)^2/(2N_0)$, and a plateau at that value points to this fault. For other weights the plateau can lie above $J_{\rm stat}$.

### Gradient check

If $J$ carries a numerical noise $\sigma$, the difference quotient has error at most about $\eta^2|J'''|/6+\sigma/\eta$. Setting the derivative $\eta|J'''|/3-\sigma/\eta^2$ to zero gives the best step $\eta=(3\sigma/|J'''|)^{1/3}$. The order test uses steps well above this, where halving $\eta$ must divide the error by 4, and below the scale on which the series in $\eta$ converges, which is set by level spacings divided by the matrix elements of $d$. A single-point perturbation has matrix elements $\eta h\phi_i\phi_j$, smaller by a factor of order $h/L$ than those of a smooth direction in a box of length $L$, so it tolerates larger steps. The check must be made away from the solution, where $g=0$ would hide any wrong factor.

### Stopping and finishing

A small $J$ does not bound the potential error usefully, as both examples show, and the first example shows the same for the density error. L-BFGS should be run until the linearization holds and then replaced by Gauss–Newton steps whenever $X$ fits in memory. Near the solution the step $d$ equals $v^*-v$ up to a constant and to first order, so its size is the estimate of the remaining potential error. To first order, noise $\delta n_0$ in the target moves $v$ by up to $\|\delta n_0\|/\lambda_{\min}$ in the 2-norm, with $\lambda_{\min}$ the smallest non-zero eigenvalue of $-X$, about $10^{-5}$ here. Noise comparable with the local density lies outside this linear estimate and can move $v$ further. For a noisy target the finish fits the noise and should be off. A penalty $R[v]$ then adds $\delta R/\delta v$ to $g$ and leaves the adjoint equations unchanged, because it depends on neither $\phi_i$ nor $\varepsilon_i$. For $v=\sum_tc_tb_t(x)$ the chain rule gives $\partial J/\partial c_t=\int g\,b_t\,dx$.

### Conditions under which the option does not apply

As $\Delta\to0$, $\kappa$ grows as $1/\Delta$. The term between the highest occupied and lowest empty level grows in the same way provided that the product of the two orbitals and the matrix element of $u$ between them stay finite; for two levels in separate wells with tunnel splitting $\Delta_0\le\Delta$, the product and the matrix element each carry a factor $\Delta_0/\Delta$, so the term scales as $\Delta_0^2/\Delta^3$. It is small only while $\Delta$ is far above $\Delta_0$, and it reaches the full size $1/\Delta$ at the smallest gap $\Delta=\Delta_0$, where the levels spread over both wells. In a ring or in higher dimensions those levels can cross, where $n[v]$ jumps under fixed filling of the lowest orbitals and $J$ is not differentiable. Degenerate occupied levels make form A singular, and levels with different occupations that become degenerate make the pair term diverge unless $u_{ij}$ vanishes with the spacing, for instance by symmetry. Occupations that depend on the energies, as with thermal smearing, add terms $\delta f_i\,\phi_i^2$ to $\delta n$, which change the condition obtained from $\delta\varepsilon_i$ and are absent here. Complex orbitals and spin-dependent potentials need their own derivation of the factors.

## Table of computed values

```
L = 8.0 bohr, M = 79, h = 0.100 bohr, Z1 = 2.0, Z2 = 1.0, R = 3.0 bohr, softening 1 bohr
target eps1..3 = -1.83328 -1.31576 -0.82397 Ha, gap = 0.49178 Ha = 13.382 eV
n0 at x=-1.5,0,1.5: 1.13457 0.62673 0.71818; min n0 = 5.230e-04 1/bohr
v=0: eps1..3 = 0.07710 0.30827 0.69315 Ha, top level 199.92 Ha
J(v=0) = 0.680149; u at -1.5,0,1.5 = -0.31917 -0.20220 0.07557 (dimensionless)
x = -1.50 bohr: g adjoint = 0.63471078, g FD = 0.63471077 1/(Ha bohr)
x =  0.00 bohr: g adjoint = 0.70095888, g FD = 0.70095888 1/(Ha bohr)
x =  1.50 bohr: g adjoint = 0.62831691, g FD = 0.62831691 1/(Ha bohr)
max rel. deviation adjoint vs FD, all points, eta=1e-4 Ha: 9.4e-10
work: adjoint 1 eigensolve + 2 linear solves; FD 158 eigensolves
direction cos(0.7x)+0.3x: slope = 0.1423216 1/Ha
FD error eta=0.01, 0.005 Ha: 1.1744e-03 2.9367e-04 1/Ha, ratio 3.999
mu from bordered solve = 0.153241 1.207056; f<i|u|i> = 0.153241 1.207056
least-squares residual without multiplier = 0.306481, 2|mu1| = 0.306481
sum over  1 empty states: max rel. error 4.04e-01
sum over  2 empty states: max rel. error 1.60e-01
sum over  5 empty states: max rel. error 1.15e-02
sum over 10 empty states: max rel. error 1.84e-04
sum over 77 empty states: max rel. error 8.68e-14
form B: alpha = 1.23117 Ha, CG iterations [75, 76], rel. deviation from A 7.1e-14
|u12| = 0.350034; ||p1-q1|| = 6.056733, 2f|u12|/(eps2-eps1) = 6.056733 1/Ha
lowest eigenvalue H-eps2: -0.23117 Ha; form B operator: 0.38489 Ha
f=(2,1) vs FD: A 1.0e-09, B alone 3.320e-01, B + pair term 1.0e-09
integral of g = 1.7e-13 1/Ha
X adjoint vs FD: 8.2e-10; asymmetry of FD X: 9.4e-10
eigenvalues of -X: -4.4e-16, 9.738e-06, largest 1.2537 1/(Ha bohr)
condition without constant mode: X 1.29e+05, Hessian hXWX 2.27e+07
Hessian action at v*: FD of gradient vs hXWX d: 7.9e-08
target scaled by 1.05, at v*: J = 0.004762, max|g| = 4.3e-17 1/(Ha bohr)
Gauss-Newton slope at v=0: -1.360297, -2J = -1.360297
L-BFGS: 400 iterations, J = 2.54e-08, max|n-n0| = 4.00e-05 1/bohr
  max|v-v*| = 5.67e-01 Ha at x = 3.9 bohr; error at x=0: 1.13e-04 Ha
Gauss-Newton: 3 steps, J = 1.2e-29, max|v-v*| = 4.7e-12 Ha
singlet E = -2.981236 Ha = -81.124 eV; electrons at x<0: 1.5560
n at -1.5,0,1.5: 0.76363 0.35646 0.13702; min n = 7.457e-05 1/bohr
J(start v*) = 0.103513; adjoint vs FD 1.1e-09
L-BFGS: 400 iterations, J = 7.54e-09, max potential error 2.57e-01 Ha
Gauss-Newton: 3 steps, J = 1.4e-28, max|v - one-orbital formula| = 3.2e-12 Ha
vHxc(0.0)-vHxc(-1.5) = -0.11180 Ha = -3.042 eV; formula -0.11180 Ha
vHxc(1.5)-vHxc(-1.5) = -0.39519 Ha = -10.754 eV; formula -0.39519 Ha
Kohn-Sham gap of inverted potential = 0.28770 Ha = 7.829 eV
```
